# Finite-Temperature Fowler Photoyield and Its Value at Threshold

## 1. The cold metal

Take a free-electron metal at zero temperature. Electrons of mass \(m\) fill all states up to the chemical potential \(\mu\), measured from the band bottom. The surface barrier has height \(W\) on the same scale, so the work function is \(\phi=W-\mu\). Let \(z\) point out of the metal, and let one photon add its whole energy \(\hbar\omega\) to the motion along \(z\). An electron with normal energy \(E_z=p_z^2/2m\) can then escape if \(E_z>W-\hbar\omega\).

Write \(\delta=\hbar\omega-\phi\) for the excess photon energy. Since \(W-\hbar\omega=\mu-\delta\), the eligible electrons have \(\mu-\delta<E_z<\mu\). At given \(E_z\), the occupied transverse momenta fill a disc of area \(\pi p_\perp^2=2\pi m(\mu-E_z)\). With two spin states per phase-space cell \((2\pi\hbar)^3\), and \(v_z\,dp_z=dE_z\), the flux of eligible electrons reaching the surface is

\[
J_{T=0}=\frac{2}{(2\pi\hbar)^3}\int_{\mu-\delta}^{\mu}2\pi m(\mu-E_z)\,dE_z
=\frac{m\,\delta^2}{4\pi^2\hbar^3},\qquad 0<\delta\le\mu .
\]

One power of \(\delta\) comes from the range of normal energy and one from the disc area. At threshold, \(\delta=0\), the flux vanishes. Heating blurs the Fermi edge over a width of order \(k_BT\), so a threshold flux proportional to \(m(k_BT)^2/\hbar^3\) is to be expected. The calculation below supplies its coefficient.

## 2. Model and definition of the yield

Gaussian units are used in the algebra. The assumptions are:

- The photon energy goes entirely into normal motion.
- An arriving electron has absorbed a photon with probability \(a\Phi\ll1\), where \(\Phi\) is the incident photon flux and \(a\) is constant over the energies that matter.
- An electron above the barrier escapes with a constant probability, which is absorbed in \(a\).
- \(W-\hbar\omega\ge0\), so that the lower limit of \(E_z\) lies inside the band.

The emitted flux is \(a\Phi J\). Division by \(\Phi\) gives the yield per incident photon,

\[
Y=aJ,\qquad
J=\frac{2}{(2\pi\hbar)^3}\int_{p_z>0,\;E_z>W-\hbar\omega}
\frac{v_z\,d^3p}{e^{(E-\mu)/k_BT}+1},
\]

where \(E=E_z+E_\perp\). The coefficient \(a\) has units of area times time. The values of \(\mu\) and \(\phi\) are those at the temperature of the measurement.

## 3. Reduction to the Fowler integral

For the transverse momenta, \(d^2p_\perp=2\pi p_\perp dp_\perp=2\pi m\,dE_\perp\). The Fermi factor has an elementary antiderivative:

\[
\frac{d}{dE_\perp}\left[-k_BT\ln\!\left(1+e^{-(E_z+E_\perp-\mu)/k_BT}\right)\right]
=\frac{1}{e^{(E_z+E_\perp-\mu)/k_BT}+1}.
\]

The bracket vanishes as \(E_\perp\to\infty\), so only the lower limit contributes:

\[
\int\frac{d^2p_\perp}{e^{(E-\mu)/k_BT}+1}
=2\pi m k_BT\,\ln\!\left(1+e^{(\mu-E_z)/k_BT}\right).
\]

The prefactor becomes \(2\cdot2\pi mk_BT/(8\pi^3\hbar^3)=mk_BT/(2\pi^2\hbar^3)\). With \(v_z\,dp_z=dE_z\),

\[
J=\frac{mk_BT}{2\pi^2\hbar^3}\int_{W-\hbar\omega}^{\infty}
\ln\!\left(1+e^{(\mu-E_z)/k_BT}\right)dE_z .
\]

Now set

\[
y=\frac{E_z-W+\hbar\omega}{k_BT},\qquad
x=\frac{\hbar\omega-\phi}{k_BT}.
\]

Then \(dE_z=k_BT\,dy\) and \((\mu-E_z)/k_BT=x-y\), which gives

\[
\boxed{J=\frac{m(k_BT)^2}{2\pi^2\hbar^3}\,f(x),\qquad
f(x)=\int_0^\infty\ln\!\left(1+e^{x-y}\right)dy.}
\]

One factor \(k_BT\) comes from the transverse integral and the other from \(dE_z\). The infinite upper limit includes electrons that could leave without a photon. Their share is of order \(e^{-\phi/k_BT}\) near threshold and is negligible for \(\phi\gg k_BT\).

## 4. The value at threshold

At \(\hbar\omega=\phi\), \(x=0\). For \(y>0\) the logarithm expands as

\[
\ln(1+e^{-y})=\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n}e^{-ny}.
\]

The terms alternate and decrease, so stopping after \(N\) terms leaves an error of at most \(e^{-(N+1)y}/(N+1)\). Its integral over \(y\) is \(1/(N+1)^2\), which tends to zero, so term-by-term integration is allowed:

\[
f(0)=\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}.
\]

The sum follows from the Fourier series of \(\theta^2\) on \([-\pi,\pi]\). The mean value is \(\pi^2/3\). Two integrations by parts give the cosine coefficients,

\[
\frac1\pi\int_{-\pi}^{\pi}\theta^2\cos n\theta\,d\theta
=\frac{2}{\pi n^2}\Big[\theta\cos n\theta\Big]_{-\pi}^{\pi}
=\frac{4(-1)^n}{n^2}.
\]

The periodic continuation of \(\theta^2\) is continuous and the coefficients are absolutely summable, so the series equals the function everywhere. At \(\theta=0\),

\[
0=\frac{\pi^2}{3}+4\sum_{n=1}^\infty\frac{(-1)^n}{n^2}
\quad\Longrightarrow\quad f(0)=\frac{\pi^2}{12}.
\]

Hence

\[
\boxed{Y_{\rm th}=a\,\frac{m}{2\pi^2\hbar^3}\,\frac{\pi^2(k_BT)^2}{12}
=a\,\frac{m(k_BT)^2}{24\hbar^3}.}
\]

If temperature is measured in energy units (\(k_B=1\)), the factor \((k_BT)^2f(0)\) reads \(\pi^2T^2/12\). Equating this flux to that of the cold metal gives \(\delta^2=\pi^2(k_BT)^2/6\). At threshold, the warm metal supplies as many eligible electrons as a cold one at an excess energy \(\pi k_BT/\sqrt6\).

## 5. Evaluation away from threshold

With \(s=x-y\), \(f(x)=\int_{-\infty}^{x}\ln(1+e^s)\,ds\), and therefore \(f'(x)=\ln(1+e^x)\). It follows that

\[
\frac{d}{dx}\left[f(x)+f(-x)\right]
=\ln\frac{1+e^x}{1+e^{-x}}=x .
\]

Integration from zero, where the bracket is \(2f(0)=\pi^2/6\), gives

\[
f(x)+f(-x)=\frac{\pi^2}{6}+\frac{x^2}{2}.
\]

This relation, with the series for negative argument, covers all \(x\):

\[
f(x)=
\begin{cases}
\displaystyle\sum_{n\ge1}\frac{(-1)^{n+1}e^{nx}}{n^2}, & x\le0,\\[2mm]
\displaystyle\frac{\pi^2}{6}+\frac{x^2}{2}-f(-x), & x>0.
\end{cases}
\]

Equivalently, \(f(x)=-\mathrm{Li}_2(-e^x)\). Some numerical libraries define their dilogarithm as \(S(z)=\mathrm{Li}_2(1-z)\); then \(f(x)=-S(1+e^x)\). For very negative \(x\), forming \(1+e^x\) loses digits, and the series should be used.

Far below threshold \(f\to e^x\), and the yield is thermally activated. Far above, \(f\to x^2/2+\pi^2/6\), and the leading term restores the cold-metal law. At fixed \(\hbar\omega\) and \(\phi\), \(dx/d\ln T=-x\), so the local temperature exponent is

\[
\frac{d\ln J}{d\ln T}=2-\frac{x\ln(1+e^x)}{f(x)} .
\]

It equals 2 at \(x=0\), tends to \(2+|x|\) far below threshold and to zero far above. At 300 K it is 3.87 for an excess of \(-0.05\) eV and 0.81 for \(+0.05\) eV. For a single sharp threshold, with \(\phi\) and \(a\) independent of temperature, an exponent close to 2 therefore requires the photon energy to be set within a small fraction of \(k_BT\) of the work function.

## 6. How the surface enters the exponent

Let \(\varepsilon\) be the normal energy left outside the metal and \(D(\varepsilon)\) the transmission of the surface. At threshold the yield becomes

\[
Y\propto k_BT\int_0^\infty D(\varepsilon)\ln\!\left(1+e^{-\varepsilon/k_BT}\right)d\varepsilon .
\]

The \(T^2\) law holds to good accuracy when \(D\) is nearly constant over energies of order \(k_BT\). It persists as \(T\to0\) if \(D\) approaches a nonzero constant as \(\varepsilon\to0\).

**Abrupt step.** Let \(k\) and \(k'\) be the normal wave numbers inside and outside. Continuity of the wave and its slope gives \(1+r=t\) and \(k(1-r)=k't\), hence \(t=2k/(k+k')\) and

\[
D=\frac{k'}{k}|t|^2=\frac{4kk'}{(k+k')^2}\;\to\;4\sqrt{\varepsilon/W}
\quad(\varepsilon\ll W).
\]

Substituting \(\varepsilon=yk_BT\) gives \(Y\propto T^{5/2}\) as \(T\to0\). For \(W=11.5\) eV the full step formula gives an exponent of 2.447 at 300 K and 2.4945 at 3 K.

**Image barrier.** Outside a metal the electron is attracted by its image, with potential energy \(-e^2/4z\). Cut this off where it reaches \(-W\). In atomic units (\(\hbar=m=e=1\)) and at \(\varepsilon=0\), the equation is \(\psi''+\psi/(2z)=0\). With \(u=\sqrt{2z}\), the outgoing solution is \(\psi=uH_1^{(1)}(u)\). To verify this, use \(du/dz=1/u\) and \((uH_1^{(1)})'=uH_0^{(1)}\): then \(d\psi/dz=H_0^{(1)}(u)\) and \(d^2\psi/dz^2=-H_1^{(1)}(u)/u=-\psi/(2z)\).

The flux is \(\mathrm{Im}(\psi^*\psi')=u(J_1Y_0-J_0Y_1)=2/\pi\), by the Bessel Wronskian. The cut-off lies at \(z_0=1/(4W)\), where \(u_0=1/k\) with \(k=\sqrt{2W}\). The incident amplitude inside has magnitude \(\tfrac12|\psi+\psi'/(ik)|\). Dividing the outgoing flux by \(k\) times its square gives

\[
D(0)=\frac{8k}{\pi\left|H_1^{(1)}(1/k)-iH_0^{(1)}(1/k)\right|^2},
\]

which is finite. For \(W=11.5\) eV it is 0.9595, and direct integration of the wave equation gives the same value. With the energy dependence of \(D\) included, the threshold exponent at 300 K is 2.0003. In this one-dimensional surface model, the image barrier therefore supports the assumption of a constant escape probability near threshold.

## 7. Other ways of counting

Some versions of the model count the density of eligible electrons instead of their arrival flux. This inserts \(1/v_z\). At threshold the lowest eligible normal energy is \(\mu\), so, relative to the speed there, the integrand gains the factor \((1+yk_BT/\mu)^{-1/2}\approx1-yk_BT/2\mu\). The correction is of relative order \(k_BT/\mu\); for \(\mu=7\) eV at 300 K it is \(-0.20\%\).

A second variant lets the excited electrons move in all directions with equal probability. At threshold, an electron initially at \(\mu+\varepsilon\) is excited to \(W+\varepsilon\). It escapes if \((W+\varepsilon)\cos^2\theta>W\), which selects the fraction

\[
\tfrac12\left(1-\sqrt{\frac{W}{W+\varepsilon}}\right)\approx\frac{\varepsilon}{4W}
\]

of all directions. With constant density of states and excitation strength, the count is proportional to

\[
\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/k_BT}+1}
=(k_BT)^2\int_0^\infty\ln(1+e^{-y})\,dy
=\frac{\pi^2(k_BT)^2}{12},
\]

where the first equality is an integration by parts. The prefactor differs from that of the normal-energy model, but the leading temperature law is the same. Keeping the full cone fraction changes the result by \(-0.4\%\) in the example below.

## 8. Spread in photon energy or work function

Let \(\hbar\omega-\phi\) be distributed symmetrically about zero with standard deviation \(\sigma\), because of lamp bandwidth or a patchwork of surface regions. Averaging \(f(x)\) is then the same as averaging \(\tfrac12[f(x)+f(-x)]\), and the relation of Section 5 gives

\[
\langle f\rangle=\frac{\pi^2}{12}+\frac{\sigma^2}{4(k_BT)^2},\qquad
\langle J\rangle=\frac{m}{2\pi^2\hbar^3}
\left[\frac{\pi^2(k_BT)^2}{12}+\frac{\sigma^2}{4}\right].
\]

The spread adds a term independent of temperature. This holds if every region has the same \(a\) and illumination, and if fields between patches do not alter the barriers. The threshold yield is multiplied by \(1+3\sigma^2/(\pi k_BT)^2\), and its temperature exponent at fixed \(\sigma\) is 2 divided by that factor.

## 9. Worked example

Consider a metal contact film in an ultraviolet photoyield spectrometer, with round model parameters \(\phi=4.5\) eV, \(\mu=7\) eV and \(T=300\) K. Then \(W=11.5\) eV, \(k_BT=25.85\) meV and the threshold wavelength is 275.5 nm.

The closed formula gives \(J=m(k_BT)^2/(24\hbar^3)=5.552\times10^{25}\ \mathrm{cm^{-2}\,s^{-1}}\). A direct two-dimensional momentum integral of the Fermi distribution, which does not use the logarithm, agrees to all six printed digits. Multiplied by \(e\), this flux is \(8.90\times10^6\ \mathrm{A/cm^2}\). It is the current density of electrons arriving at the surface with enough normal energy, not an emitted current; few of them have absorbed a photon.

The coefficient \(a\) must come from a calibration. Take a yield of \(10^{-5}\) at 0.5 eV above threshold, as a rough typical value. There \(f=188.7\), so

\[
Y_{\rm th}=10^{-5}\times\frac{0.8225}{188.7}=4.36\times10^{-8}.
\]

This step assumes that \(a\) stays constant over 0.5 eV, a stronger demand than the threshold law itself makes. Since the calibration yield is only rough, the absolute yields and the current below are at best order-of-magnitude estimates; their further digits serve only to check the arithmetic. A lamp power of 1 µW at 4.5 eV is \(1.387\times10^{12}\) photons per second, and the photocurrent is

\[
I=e\,(1.387\times10^{12}\ \mathrm{s^{-1}})(4.36\times10^{-8})=9.7\ \mathrm{fA}.
\]

Around threshold the yield changes steeply: \(7.4\times10^{-9}\) at \(-0.05\) eV and \(1.79\times10^{-7}\) at \(+0.05\) eV. The threshold yield equals that of a cold metal at an excess of 33 meV. With \(\phi\), \(a\) and \(\hbar\omega\) held fixed, heating to 600 K multiplies it by four, to \(1.74\times10^{-7}\).

## 10. Real films

Work functions of 4 to 5 eV are common among metals, so the chosen \(\phi\) is ordinary. In a real film, however, the threshold may be neither single nor fixed. The sizes below apply to the example at nominal threshold, with each effect taken alone.

- **Patches.** If the patches emit independently, a rough spread of 50 meV rms multiplies the yield by 2.14 and lowers the temperature exponent to \(2/2.14\approx0.94\). This requires a collecting field strong enough to overcome the fields between patches. At 100 V/cm the patches must be much wider than \(50\ \mathrm{mV}/(100\ \mathrm{V/cm})=5\) µm. Above smaller patches, electrons from regions of low work function meet a barrier raised towards the average, while those from regions of high work function still meet part of their own higher barrier near the surface. The gain can then turn into a loss. For parallel stripes of ±50 meV at 100 V/cm, with electrons followed along the normal, the factor relative to a uniform surface in the same field is about 1.8 for stripes 20 µm wide, 1.2 for 5 µm and 0.8 for 0.3 to 1 µm. For stripes of about 30 nm or less, the patch potential decays so close to the surface that the image attraction \(-e^2/4z\) outweighs it. All regions then share the average barrier and the factor returns to 1.
- **Collecting field.** A field \(F\) changes the outside potential energy to \(-e^2/4z-eFz\). Its maximum lies at \(z=\tfrac12\sqrt{e/F}\) and lowers the barrier by \(\sqrt{e^3F}\). At 100 V/cm this is 3.8 meV and raises the yield by 13%.
- **Thermal drift.** On heating to 350 K at fixed photon energy, the ideal factor is 1.36. If the work function drifts by a rough 0.1 meV/K, the factor becomes 1.18 for a rise and 1.56 for a fall.
- **Bandwidth.** A Gaussian lamp line of 1 nm full width at half maximum raises the yield by 2.2%.

Thermionic emission is negligible here, at about \(10^{-69}\ \mathrm{A/cm^2}\). Scattering before escape and the energy dependence of optical excitation are not sized by this model.

For data analysis, a single temperature exponent cannot tell a displaced threshold from a spread or a thermal drift. The alternative is to measure \(Y\) at one temperature over a range of photon energies and fit it to \(f(x)\), or to its average when there is a spread, with \(\phi\), \(a\) and, where needed, \(\sigma\) as parameters. Such a fit avoids the drift. It can include the spread only for patches that emit independently and only with an assumed shape of the distribution, because away from nominal threshold the average depends on that shape and not on \(\sigma\) alone. For example, equal areas at ±50 meV fitted with a Gaussian spread over ±0.15 eV at 300 K give \(\phi\) about 30 meV too low and \(\sigma\approx23\) meV, with residuals of only about 3%. Data taken well above threshold reduce this bias but constrain \(\sigma\) weakly. An energy dependence of \(a\) shifts the fitted \(\phi\), so the range must be narrow enough for \(a\) to be treated as constant. The numerical output follows.

## Computed values

```
work function 4.50 eV, chemical potential 7.00 eV
barrier above band bottom 11.50 eV
temperature 300 K, kT 25.852 meV
threshold wavelength 275.5 nm
f(0) by quadrature 0.82246703, pi^2/12 0.82246703
threshold flux, momentum integral 5.55211e+25 /(cm2 s)
threshold flux, closed formula 5.55211e+25 /(cm2 s)
same flux as arrival current density 8.8955e+06 A/cm2
Richardson constant 120.173 A/(cm2 K2)
equivalent zero-temperature excess 33.16 meV
rough yield 1.0e-05 per photon at excess 0.50 eV
Fowler function there 188.679
coefficient a 7.851e-34 cm2 s
threshold yield 4.359e-08 electrons per photon
lamp power 1.0 uW, photons 1.387e+12 /s
threshold photocurrent 9.69 fA
excess -0.10 eV: x -3.868, f 0.02079, yield 1.102e-09 per photon
excess -0.05 eV: x -1.934, f 0.13964, yield 7.401e-09 per photon
excess +0.00 eV: x +0.000, f 0.82247, yield 4.359e-08 per photon
excess +0.05 eV: x +1.934, f 3.37564, yield 1.789e-07 per photon
excess +0.10 eV: x +3.868, f 9.10553, yield 4.826e-07 per photon
excess +0.20 eV: x +7.736, f 31.57002, yield 1.673e-06 per photon
threshold yield at 300 K 4.359e-08 per photon
threshold yield at 400 K 7.749e-08 per photon
threshold yield at 600 K 1.744e-07 per photon
temperature exponent at excess -0.05 eV 3.8700
temperature exponent at excess +0.00 eV 2.0000
temperature exponent at excess +0.05 eV 0.8145
density-count relative shift -0.201 %
isotropic-cone result / leading pi^2/12 law 0.99633
image-barrier transmission at zero energy 0.9595
same from Hankel function 0.9595
image barrier: mean transmission 0.9598
image barrier: temperature exponent 2.0003
abrupt step: mean transmission 0.1590
abrupt step: exponent at 300 K 2.4472
abrupt step: exponent at 3 K 2.4945
field 100 V/cm: barrier lowering 3.79 meV
field: threshold yield factor 1.1304
lamp width 1.0 nm FWHM: sigma 6.94 meV
lamp width: threshold yield factor 1.0219
rough patch spread 50 meV rms
patches: threshold yield factor 2.1370
rough work-function drift 0.10 meV/K in size
heating to 350 K: yield factor, no drift 1.3611
same, work function raised by 5.0 meV 1.1820
same, work function lowered by 5.0 meV 1.5630
thermionic dark current density 2.7e-69 A/cm2
```
